# When the quasiparticle factor Z is not a spectral weight

**Q:** My GW calculation reports $Z=2$ for a deep valence level. I take that as a bug. $Z$ is the fraction of the electron that remains in the quasiparticle, so it must lie between zero and one.

**A:** It may be a bug, but the value alone does not prove it. How do you obtain $Z$?

**Q:** From the slope of the real part of the self-energy. For one orbital, neglecting off-diagonal elements,

$$G(\omega)=\frac{1}{\omega-\varepsilon-\Sigma(\omega)},\qquad E=\varepsilon+\mathrm{Re}\,\Sigma(E),\qquad Z=\frac{1}{1-\mathrm{Re}\,\Sigma'(E)} .$$

The prime is a derivative with respect to $\omega$, and $\varepsilon$ contains every static term. The slope is negative, so the denominator exceeds one.

**A:** Why is the slope negative?

**Q:** Because the correlation self-energy is a sum of poles with positive strengths:

$$\Sigma(\omega)=\sum_k\frac{s_k^2}{\omega-\Omega_k},\qquad \Sigma'(\omega)=-\sum_k\frac{s_k^2}{(\omega-\Omega_k)^2}<0 .$$

**A:** For isolated poles that is right, and there $Z$ really is a weight. Consider a Hermitian matrix in which a level $\varepsilon$ couples to states $\Omega_k$ with real elements $s_k$. Its eigenvector $(v_0,v_k)$ at energy $E$ obeys

$$(E-\Omega_k)v_k=s_kv_0,\qquad (E-\varepsilon)v_0=\sum_k s_kv_k .$$

Inserting the first equation into the second and dividing by $v_0\neq0$ gives $E-\varepsilon=\Sigma(E)$, your quasiparticle equation. Normalization gives

$$1=v_0^2+\sum_kv_k^2=v_0^2\left[1+\sum_k\frac{s_k^2}{(E-\Omega_k)^2}\right]=v_0^2\,[1-\Sigma'(E)] .$$

Hence $Z=v_0^2$, a probability. The argument needs $E$ to be separated from every $\Omega_k$. What happens when the $\Omega_k$ merge into a continuum and $E$ lies inside it?

**Q:** I replace the sum by an integral. Each contribution to the slope is still negative, so the integral is negative.

**A:** That integral would contain $1/(\omega-\omega')^2$ and diverge at $\omega'=\omega$. The derivative has to be taken after the principal value is defined. I use the retarded self-energy, with $\Gamma(\omega)=-\mathrm{Im}\,\Sigma(\omega)$, and assume $\Gamma\ge0$, as follows when the screened interaction has a positive loss spectrum. The time-ordered self-energy has the same real part on the real axis. Apart from static terms,

$$\mathrm{Re}\,\Sigma(\omega)=\frac1\pi\,P\!\!\int\frac{\Gamma(\omega')}{\omega-\omega'}\,d\omega'
=\frac1\pi\int_0^\infty\frac{\Gamma(\omega-t)-\Gamma(\omega+t)}{t}\,dt .$$

The second form pairs the points $\omega'=\omega\mp t$, for which $\omega-\omega'=\pm t$. Its integrand is finite at $t=0$ when $\Gamma$ is smooth there, so we may differentiate:

$$\mathrm{Re}\,\Sigma'(\omega)=\frac1\pi\int_0^\infty\frac{\Gamma'(\omega-t)-\Gamma'(\omega+t)}{t}\,dt .$$

Now define $F(t)=\Gamma(\omega+t)+\Gamma(\omega-t)-2\Gamma(\omega)$. Since $dF/dt=\Gamma'(\omega+t)-\Gamma'(\omega-t)$, the numerator is $-dF/dt$. Integration by parts gives

$$\mathrm{Re}\,\Sigma'(\omega)=-\frac1\pi\left[\frac{F}{t}\right]_0^\infty-\frac1\pi\int_0^\infty\frac{F(t)}{t^2}\,dt .$$

The boundary term vanishes: $F$ is of order $t^2$ at small $t$ and stays bounded at large $t$. Therefore

$$\boxed{\mathrm{Re}\,\Sigma'(\omega)=-\frac1\pi\int_0^\infty\frac{\Gamma(\omega+t)+\Gamma(\omega-t)-2\Gamma(\omega)}{t^2}\,dt}$$

**Q:** The term $-2\Gamma(\omega)$ is what my argument missed. It contributes positively to the slope. So the slope is positive wherever the absorption is strong?

**A:** Not wherever it is strong in absolute terms. The formula compares $\Gamma(\omega)$ with its surroundings. Two cases are certain:

- At a smooth zero of $\Gamma$, the numerator is nonnegative and the slope is negative. This includes the quadratic zero at the Fermi energy of a normal Fermi liquid at zero temperature, where $0<Z<1$ follows.
- At the global maximum of $\Gamma$, the numerator is nonpositive and the slope is positive.

Between them, the shape decides. Multiplying $\Gamma$ by a constant multiplies the slope by the same constant and cannot change its sign. Strength matters in the next step: a positive slope below one gives $Z>1$, a slope of one makes $Z$ diverge, and a slope above one makes $Z$ negative.

**Q:** Can the slope be negative where $\Gamma$ is not zero?

**A:** Yes. Take, with $u=\omega/(1\ \mathrm{Ry})$ measured from the Fermi energy,

$$\Gamma=\lambda\,(1\ \mathrm{Ry})^2\,u^2e^{-u^2}\left(1+\tfrac12\tanh u\right),\qquad \lambda=0.3\ \mathrm{Ry}^{-1}.$$

This is a model shape, not a material. At the Fermi energy the slope is $-0.169$ and $Z=0.855$. At $0.30$ Ry, $\Gamma=0.028$ Ry, yet the slope is still $-0.113$ and $Z=0.898$. Above the Fermi energy the sign first changes at $0.476$ Ry, where $\Gamma$ has reached 43% of its maximum. At the maximum, $1.036$ Ry, the slope is $+0.245$, so $Z=1/(1-0.245)=1.32$.

**Q:** I can accept the algebra, but a weight of 1.32 is impossible. Which rule has been broken?

**A:** None. The true weight is the integral of the spectral function

$$A(\omega)=-\frac1\pi\mathrm{Im}\,G(\omega)=\frac1\pi\,\frac{\Gamma(\omega)}{[\omega-\varepsilon-\mathrm{Re}\,\Sigma(\omega)]^2+\Gamma(\omega)^2},$$

which is nonnegative and integrates to one. Where $\Gamma=0$, the quotient is understood as its limit for $\Gamma\to0^+$, which gives a delta peak at each isolated pole. To read $Z$ as a weight, one expands near $E$, keeping the slope of $\mathrm{Re}\,\Sigma$ but holding $\Gamma$ fixed:

$$\omega-\varepsilon-\Sigma(\omega)\simeq\frac{\omega-E}{Z}+i\Gamma(E),\qquad G\simeq\frac{Z}{\omega-E+iZ\Gamma(E)} .$$

For $Z>0$ this is a Lorentzian of half-width $Z\Gamma$ and area $Z$. The area includes tails extending to infinity, far beyond the range where the expansion holds. The difference between $A$ and this Lorentzian integrates to $1-Z$. If $Z>1$, that remainder is negative overall and cannot be a satellite probability.

**Q:** And if $Z<0$?

**A:** Then the expanded $G$ has a pole at $\omega=E-iZ\Gamma=E+i|Z|\Gamma$, in the upper half-plane. The true retarded $G$ has none. For $\mathrm{Im}\,z>0$,

$$\mathrm{Im}\,\Sigma(z)=-\frac{\mathrm{Im}\,z}{\pi}\int\frac{\Gamma(\omega')}{|z-\omega'|^2}\,d\omega'\le0,$$

so $\mathrm{Im}[z-\varepsilon-\Sigma(z)]>0$ and the denominator cannot vanish. The linear expansion must fail before that pole is reached.

**Q:** I would like a case where the weights can be calculated without the expansion.

**A:** Take a continuum of half-width $W$, with $x$ the energy from its centre, and

$$\Gamma(x)=a\sqrt{W^2-x^2}\quad(|x|<W),\qquad \Gamma=0\quad(|x|>W).$$

The number $a>0$ measures the strength. The complete self-energy is

$$\Sigma(z)=a\left[z-\sqrt{z^2-W^2}\right],$$

with the root that behaves as $z$ at large $|z|$. To see this, note that the expression is analytic away from the band and decays as $aW^2/(2z)$. Just above the band the root becomes $i\sqrt{W^2-x^2}$, which gives

$$\Sigma(x+i0)=ax-i\Gamma(x).$$

The dispersion integral has the same discontinuity across the band and also decays. Their difference is bounded, has no discontinuity and vanishes at infinity, so it is zero. Inside the band, then,

$$\mathrm{Re}\,\Sigma=ax,\qquad \mathrm{Re}\,\Sigma'=a,\qquad Z=\frac1{1-a}.$$

**Q:** So $a=0.5$ would reproduce my $Z=2$. What does the spectrum look like?

**A:** Put the bare level at the centre and choose $W=0.400$ Ry, or $5.44$ eV. Then $\Gamma(0)=0.5\times0.400=0.200$ Ry, and the nominal half-width is $Z\Gamma=0.400$ Ry. It equals the half-width of the whole continuum, so the Lorentzian has no range in which to be a separate peak.

Integrating $A$ over $|x|<W/2$ gives $0.609$; the whole band gives $1.000$. As a separate calculation, the level was coupled to 1000 discrete states representing the same continuum. Two of the resulting levels lie exactly on the window edges, at $\pm W/2$, each with weight $0.0015$. The squared eigenvector components in the window sum to $0.6105$ if both are counted and to $0.6075$ if neither is. Counting each as half gives $0.6090$, in agreement with the integral. Neither calculation contains a weight of 2.

**Q:** Then a narrow peak should restore $Z\le1$.

**A:** Not necessarily. In this model a narrow central peak means small $a$, so $Z$ is close to one but still above it. In other systems a narrow peak can have $Z$ well below one, for example near a Fermi energy, where $\Gamma$ vanishes but the slope need not be small. For $a=0.02$, $\Gamma(0)=0.0080$ Ry and $Z=1/0.98=1.020$. The half-width is about $0.0082$ Ry, one fiftieth of $W$, and 99.1% of the true weight lies within $|x|<W/2$. This is a good quasiparticle peak.

The excess is $Z-1\simeq a=\Gamma(0)/W$ for small $a$. Compare it with the ambiguity in defining the peak's area. For a Lorentzian of half-width $\gamma$, the fraction beyond a distance $L\gg\gamma$ is

$$2\int_L^\infty\frac{\gamma}{\pi x^2}\,dx=\frac{2\gamma}{\pi L}.$$

With $L$ of order $W$ and $\gamma\simeq aW$, this is also of order $a$. The excess is no larger in order than the uncertainty over where the peak ends.

**Q:** At the other extreme, $a=1$ makes $Z$ infinite. Does the spectrum diverge?

**A:** Not at the centre. For a central level, $x-\mathrm{Re}\,\Sigma=(1-a)x$. At $a=1$ this vanishes throughout the band, so every band energy solves the real quasiparticle equation. The spectral function is

$$A(x)=\frac{1}{\pi\Gamma(x)}=\frac{1}{\pi\sqrt{W^2-x^2}},\qquad \int_{-W}^{W}A\,dx=1 .$$

It has integrable singularities at the band edges. In this model the infinite $Z$ reflects a real equation that no longer selects an energy. In general it means only that $\omega-\mathrm{Re}\,\Sigma(\omega)$ has zero slope at the root.

**Q:** And beyond $a=1$, where $Z$ is negative?

**A:** There is a general warning first. Let $f(\omega)=\omega-\varepsilon-\mathrm{Re}\,\Sigma(\omega)$, with $\mathrm{Re}\,\Sigma$ continuous and bounded. A negative $Z$ at a root means $f'<0$ there. Just to the right $f$ is negative, but it tends to $+\infty$ far to the right, so it must cross zero again. Just to the left $f$ is positive, but it tends to $-\infty$ far to the left, which requires another root. Your solution is then flanked by at least two others.

In the semi-elliptic model they lie outside the band. For $x>W$, write $s=\sqrt{x^2-W^2}>0$. The pole equation $x=a(x-s)$ becomes

$$as=(a-1)x .$$

Both sides can be positive only for $a>1$. Squaring gives $a^2x^2-a^2W^2=(a-1)^2x^2$, and since $a^2-(a-1)^2=2a-1$,

$$x_\pm=\pm\frac{aW}{\sqrt{2a-1}} .$$

The negative solution follows from the antisymmetry of $\Sigma$. Here $\Gamma=0$, so the slope gives a genuine weight:

$$\Sigma'(x_+)=a\left(1-\frac{x_+}{s}\right)=a\left(1-\frac{a}{a-1}\right)=-\frac{a}{a-1},$$

$$Z_\pm=\frac{1}{1+a/(a-1)}=\frac{a-1}{2a-1}.$$

The total is one, so the continuum retains

$$1-2\,\frac{a-1}{2a-1}=\frac1{2a-1}.$$

**Q:** Let me try $a=2$. The central root has $Z=-1$. The outer poles have weight $1/3$ each, and the continuum has $1/3$.

**A:** Yes. The poles are at $\pm2(0.400)/\sqrt3=\pm0.462$ Ry, or $\pm6.28$ eV. Diagonalization gives the same energies and weights. The spectral integral over the band is $0.3333$. Nothing in the spectrum has weight $-1$; that number marks the middle of three real solutions.

The strong-coupling limit is instructive too. The total coupling squared is $g^2=\int\Gamma\,dx/\pi=aW^2/2$, because the area under the semi-ellipse is $\pi aW^2/2$. As $a\to\infty$, $x_\pm\to\pm W\sqrt{a/2}=\pm g$ and each weight tends to $1/2$. The continuum acts as one state coupled to the level, while the central $Z=1/(1-a)$ tends to zero from below.

**Q:** Is the three-root structure peculiar to the semi-ellipse?

**A:** The argument was general, and the asymmetric model also shows it. At its maximum, $Z$ diverges when $\lambda=1.226\ \mathrm{Ry}^{-1}$. At $\lambda=3.0\ \mathrm{Ry}^{-1}$ the slope is $2.447$ and $Z=-0.691$. With the bare level chosen to put a root at that maximum, the roots are $0.267$, $1.036$ and $1.917$ Ry.

**Q:** Could I at least use $Z>0$ as a sign that my root is a spectral peak?

**A:** No. For a central level in the semi-elliptic model, set $u=x^2/W^2$. The denominator of $A$, apart from $\pi$, is

$$(1-a)^2x^2+a^2(W^2-x^2)=a^2W^2\left[1-\frac{2a-1}{a^2}u\right],$$

so that

$$A=\frac{1}{\pi aW}\,\frac{\sqrt{1-u}}{1-(2a-1)u/a^2}
\simeq\frac{1}{\pi aW}\left[1+\left(\frac{2a-1}{a^2}-\frac12\right)u\right].$$

The centre is a minimum when the coefficient of $u$ is positive, or $a^2-4a+2<0$. This means $2-\sqrt2<a<2+\sqrt2$, approximately $0.586<a<3.414$. At $a=0.8$, $Z=5$, but $A$ rises from $0.995\ \mathrm{Ry}^{-1}$ at the root to $1.125\ \mathrm{Ry}^{-1}$ at $W/2$. At $a=0.5$ the centre is still a maximum.

**Q:** My level is probably not at the centre of anything. Should I stop using $Z$ in the linearized quasiparticle equation?

**A:** That use does not require a probability. Newton's method applied to $f$ from $\omega=\varepsilon$ gives

$$E_1=\varepsilon-\frac{f(\varepsilon)}{f'(\varepsilon)}=\varepsilon+Z(\varepsilon)\,\mathrm{Re}\,\Sigma(\varepsilon).$$

Here $Z$ is just an inverse derivative. A GW code usually starts the step from the mean-field energy $\omega_0$ instead, which gives $E_1=\omega_0+Z(\omega_0)\,[\varepsilon-\omega_0+\mathrm{Re}\,\Sigma(\omega_0)]$. The $Z$ it prints is then taken at $\omega_0$ and not at the root, whereas the statements above about weights and flanking roots concern $Z$ at a root. For $a=0.5$ and a bare level at $\delta=0.100$ Ry from the centre, $\mathrm{Re}\,\Sigma(\delta)=0.050$ Ry. The step gives $0.100+2\times0.050=0.200$ Ry. It hits the root because $\mathrm{Re}\,\Sigma$ is linear in this model; a curved self-energy would generally need further steps.

But the root is not the spectral maximum. With energies in Ry, the denominator becomes

$$\left(\frac x2-\delta\right)^2+\frac{W^2-x^2}{4}=\delta^2+\frac{W^2}{4}-\delta x=0.05-0.1x .$$

Thus $A\propto\sqrt{0.16-x^2}/(0.05-0.1x)$. Setting its logarithmic derivative to zero,

$$-\frac{x}{0.16-x^2}+\frac{0.1}{0.05-0.1x}=0
\quad\Rightarrow\quad0.016=0.05x,$$

gives $x=0.320$ Ry. The solver is correct about the root, but the peak is $0.120$ Ry higher.

**Q:** One objection remains. My molecular basis is finite. Its self-energy has discrete poles, so by your first argument $Z$ should be at most one. How can my program print 2?

**A:** Check the broadening $\eta$. Evaluating a pole at $\omega+i\eta$ changes its real part to $s^2y/(y^2+\eta^2)$, where $y=\omega-\Omega$. The slope is

$$s^2\,\frac{\eta^2-y^2}{(y^2+\eta^2)^2},$$

which is positive for $|y|<\eta$. Even one broadened pole can therefore produce $Z>1$ or $Z<0$.

With many poles, the meaning depends on the level spacing. In the 1000-state calculation at $a=0.5$, the spacing at the centre is $0.00126$ Ry. With $\eta=0.010$ Ry, the slope is $0.4875$ and $Z=1.95$. This agrees with the continuum result at $z=i\eta$:

$$\mathrm{Re}\,\Sigma'(i\eta)=a\left(1-\frac{\eta}{\sqrt{W^2+\eta^2}}\right).$$

With $\eta=0$, the slope at the central eigenvalue is $-500$ and $Z=1/501=0.0020$. That is the weight of one eigenstate. It is close to the spectral density times the spacing, $1.59\times0.00126=0.0020$. The broadened slope describes the smooth continuum; the unbroadened slope describes one of the many levels that share its weight.

**Q:** Then what should I do with my $Z=2$?

**A:** First compare $\eta$ with the pole spacing near the root. If only one or a few poles lie within $\eta$, reduce $\eta$ and solve again: the positive slope may come from the broadening. A false root can remain beside a pole as $\eta$ decreases, with $Z$ negative and tending to zero. Discard it and look for the roots that stay away from the poles. If many poles lie there and the slope is stable as $\eta$ and the basis are varied, the value can be a property of the continuum. In either case, scan $f(\omega)$ for other roots and plot $A(\omega)$. Quote a weight as the integral of $A$ over a stated energy window. Quote $Z$ as a probability for an isolated pole, or as an approximate peak area when the peak is narrow compared with the energy scale on which $\Sigma$ changes. The numerical output lists the main values used in our examples.

## Calculated quantities

```
Half-width W = 0.400 Ry = 5.442 eV
Discrete continuum states = 1000
Semi-elliptic continuum, bare level at the centre
a = 0.02: Gamma(0) = 0.0080 Ry, slope = 0.0200, Z = 1.0204
  weight in |x|<W/2: integral 0.9909, levels 0.9909
  weight in whole continuum = 1.0000
a = 0.50: Gamma(0) = 0.2000 Ry, slope = 0.5000, Z = 2.0000
  weight in |x|<W/2: integral 0.6090, levels 0.6105
  weight in whole continuum = 1.0000
a = 0.80: Gamma(0) = 0.3200 Ry, slope = 0.8000, Z = 5.0000
  weight in |x|<W/2: integral 0.4140, levels 0.4131
  weight in whole continuum = 1.0000
a = 2.00: Gamma(0) = 0.8000 Ry, slope = 2.0000, Z = -1.0000
  weight in |x|<W/2: integral 0.1626, levels 0.1624
  weight in whole continuum = 0.3333
a = 2 split-off poles: +/-0.46188 Ry = +/-6.2842 eV
  true weight of each pole = 0.33333
Is the central root a maximum or minimum of A?
  a = 0.5: A(0) = 1.5915, A(W/2) = 1.3783 1/Ry, maximum
  a = 0.8: A(0) = 0.9947, A(W/2) = 1.1252 1/Ry, minimum
  a = 2.0: A(0) = 0.3979, A(W/2) = 0.4241 1/Ry, minimum
  central minimum for 0.5858 < a < 3.4142
Displaced level, a = 0.5, delta = 0.10 Ry
  Re Sigma(delta) = 0.0500 Ry
  linearized energy = 0.2000 Ry, root = 0.2000 Ry
  maximum of A = 0.3200 Ry, from levels 0.3203 Ry
Finite basis, a = 0.5, level at the centre
  level spacing = 0.00126 Ry, eta = 0.010 Ry
  with eta: slope = 0.4875, Z = 1.9512
  eta = 0: slope = -500.00, Z = 0.001996
Asymmetric continuum, amplitude = 0.3 1/Ry
  w = 0.0000 Ry: Gamma = 0.0000 Ry, slope = -0.1693, Z = 0.8552
  w = 0.3000 Ry: Gamma = 0.0283 Ry, slope = -0.1131, Z = 0.8984
  w = 1.0364 Ry: Gamma = 0.1528 Ry, slope = 0.2447, Z = 1.3240
  slope changes sign at w = 0.4764 Ry, Gamma/Gamma_max = 0.4338
  Z diverges at the maximum for amplitude 1.2259 1/Ry
  amplitude 3.0 1/Ry: slope at maximum = 2.4471, Z = -0.6910
  roots in Ry: 0.2666, 1.0364, 1.9173
```
